**Minimum, runaway and truncation error of the Li-Nunes-Vanderbilt functional**

The program studies $\Omega(X)=\mathrm{Tr}[(3X^2-2X^3)K]$, where $K=H-\mu$, $X$ is a symmetric trial matrix and $P$ is the projector onto the negative levels of $K$. For a five-level matrix it asserts that the finite-difference Hessian agrees with the derived formula at all 32 commuting projectors, and that $P$ alone among them is a local minimum. It also asserts the bounds on $\Omega$, the velocity of the eigenvalues under gradient flow, and the fate of descents from random starts. Of 40 wide random starts, 18 reach $P$ and 22 run away. For a 60-site alternating ring it minimises $\Omega$ with $X$ cut to range $R$, and asserts that the error is positive, lies between the derived bounds and decreases over the ranges examined. The error falls from 0.289 hartree at $R=1$ to $6.1\times10^{-6}$ hartree at $R=12$, at nearly the same rate as the squared norm of the discarded tail.

## Verification by program

```python
"""Li-Nunes-Vanderbilt functional Omega(X) = Tr[(3X^2 - 2X^3) K], K = H - mu.
Result under test: the projector P on the negative levels of K is the only
local minimum; Omega has runaway directions; if X is cut to range R, the error
of Omega is non-negative and quadratic in the discarded tail of P.
X: symmetric trial matrix, D = X - P, h: eigenvalues of K, delta = min|h|.
Energies are in hartree; the basis is orthonormal; electrons are spinless."""
import itertools
import numpy as np
from scipy.integrate import solve_ivp

rng = np.random.default_rng(7)
norm = np.linalg.norm


def omega(X, K):
    X2 = X @ X
    return np.trace((3 * X2 - 2 * X2 @ X) @ K)


def gradient(X, K):
    XK = X @ K
    XXK = X @ XK
    return 3 * (XK + XK.T) - 2 * (XXK + XXK.T + XK @ X)


def line_minimum(X, S, K, G):
    """Downhill local minimum of the cubic Omega(X + t S), or None."""
    SS = S @ S
    c1 = np.sum(G * S)
    c2 = np.trace(K @ (3 * SS - 2 * (X @ SS + S @ X @ S + SS @ X)))
    c3 = -2 * np.trace(K @ SS @ S)
    disc = c2**2 - 3 * c1 * c3
    if disc <= 0 or c2 + np.sqrt(disc) <= 0:
        return None
    return -c1 / (c2 + np.sqrt(disc))


def minimise(X, K, mask, tol=1e-9):
    """Conjugate gradients in the space of matrices allowed by mask."""
    G = mask * gradient(X, K)
    S = -G
    for iteration in range(2000):
        if norm(G) < tol:
            return X, iteration
        t = line_minimum(X, S, K, G)
        assert t is not None, "no minimum along the search line"
        X = X + t * S
        new = mask * gradient(X, K)
        beta = max(0.0, np.sum(new * (new - G)) / np.sum(G * G))
        S = -new + beta * S
        if np.sum(S * new) >= 0:
            S = -new
        G = new
    raise AssertionError("conjugate gradients did not converge")


def fate(X, K, P, step=0.2, max_steps=20000):
    """Follow small steepest-descent steps and report where they lead."""
    floor = omega(P, K) - 10
    for _ in range(max_steps):
        G = gradient(X, K)
        if norm(G) < 1e-8:
            return "P" if norm(X - P) < 1e-5 else "other"
        X = X - step * G
        if omega(X, K) < floor:
            return "runaway"
    return "other"


def random_symmetric(n):
    A = rng.normal(size=(n, n))
    return (A + A.T) / 2


def random_orthogonal(n):
    return np.linalg.qr(rng.normal(size=(n, n)))[0]


# ---------- five-level matrix: local structure ----------
h = np.array([-0.10, -0.06, 0.03, 0.07, 0.12])
n = len(h)
V = random_orthogonal(n)
K = V @ np.diag(h) @ V.T
absK = V @ np.diag(abs(h)) @ V.T
p_exact = (h < 0).astype(float)
P = V @ np.diag(p_exact) @ V.T

X, S = random_symmetric(n), random_symmetric(n)
eta = 1e-4
slope = (omega(X + eta * S, K) - omega(X - eta * S, K)) / (2 * eta)
assert abs(slope - np.sum(gradient(X, K) * S)) < 1e-6
assert norm(gradient(P, K)) < 1e-13

basis = []
for i in range(n):
    for j in range(i, n):
        B = np.zeros((n, n))
        B[i, j] = B[j, i] = 1.0 if i == j else 1 / np.sqrt(2)
        basis.append(B)


def numerical_hessian(X, s=0.1):
    """Centred differences; they are exact for a cubic polynomial."""
    m = len(basis)
    M = np.zeros((m, m))
    for a in range(m):
        for b in range(a, m):
            A, B = s * basis[a], s * basis[b]
            M[a, b] = M[b, a] = (
                omega(X + A + B, K) - omega(X + A - B, K)
                - omega(X - A + B, K) + omega(X - A - B, K)) / (4 * s * s)
    return M


minima = []
for occupation in itertools.product([0.0, 1.0], repeat=n):
    p = np.array(occupation)
    eig = np.linalg.eigvalsh(numerical_hessian(V @ np.diag(p) @ V.T))
    derived = sorted(h[i] * (3 - 4 * p[i] - 2 * p[j])
                     + h[j] * (3 - 4 * p[j] - 2 * p[i])
                     for i in range(n) for j in range(i, n))
    assert np.allclose(eig, derived, atol=1e-10)
    if eig[0] > 0:
        minima.append(p)
assert len(minima) == 1 and np.array_equal(minima[0], p_exact)
hess_P = np.linalg.eigvalsh(numerical_hessian(P))
block_formula = sorted((3 if p_exact[i] == p_exact[j] else 1)
                       * (abs(h[i]) + abs(h[j]))
                       for i in range(n) for j in range(i, n))
assert np.allclose(hess_P, block_formula, atol=1e-10)

# Lower bounds on Omega and on the inward pull of the gradient.
for _ in range(2000):
    D = random_symmetric(n)
    D *= rng.uniform(0.01, 1.5) / norm(D, 2)
    weight = np.trace(absK @ D @ D)
    size = norm(D, 2)
    rise = omega(P + D, K) - omega(P, K)
    assert rise >= (1 - 2 * size) * weight - 1e-12
    assert rise <= (3 + 2 * size) * weight + 1e-12
    pull = np.sum(D * gradient(P + D, K))
    assert pull >= 2 * (1 - 3 * size) * weight - 1e-12

# Every spectrum in [-1/2, 3/2] gives Omega no lower than Omega(P).
for _ in range(2000):
    U = random_orthogonal(n)
    X = U @ np.diag(rng.uniform(-0.5, 1.5, n)) @ U.T
    assert omega(X, K) >= omega(P, K) - 1e-12

# Velocity of the eigenvalues of X under the flow dX/dt = -G.
U = random_orthogonal(n)
x = np.array([-0.3, 0.1, 0.45, 0.8, 1.2])
X = U @ np.diag(x) @ U.T
G = gradient(X, K)
eta = 1e-5
velocity = (np.linalg.eigvalsh(X - eta * G)
            - np.linalg.eigvalsh(X + eta * G)) / (2 * eta)
assert np.allclose(velocity, -6 * x * (1 - x) * np.diag(U.T @ K @ U),
                   atol=1e-7)

# Flow from spectra inside (0,1), integrated with tight tolerances.
inside_starts = 12
for _ in range(inside_starts):
    U = random_orthogonal(n)
    X = U @ np.diag(rng.uniform(0.25, 0.75, n)) @ U.T
    flow = solve_ivp(lambda t, y: -gradient(y.reshape(n, n), K).ravel(),
                     (0, 600), X.ravel(), method="DOP853",
                     rtol=1e-10, atol=1e-12)
    assert flow.success
    assert norm(flow.y[:, -1].reshape(n, n) - P) < 1e-5

# Starts in the Frobenius ball of radius 1/3 reach P.
ball_starts = 10
for _ in range(ball_starts):
    D = random_symmetric(n)
    assert fate(P + 0.33 * D / norm(D), K, P) == "P"

# Four negative eigenvalues but only three empty levels: P is unreachable.
negative_starts = 10
for _ in range(negative_starts):
    U = random_orthogonal(n)
    x = np.append(rng.uniform(-0.3, -0.1, 4), 0.5)
    assert fate(U @ np.diag(x) @ U.T, K, P, step=0.1) == "runaway"

# Wide random starts end at P or run away; no third outcome.
outcomes = [fate(0.5 * np.eye(n) + rng.uniform(0.1, 0.6)
                 * random_symmetric(n), K, P) for _ in range(40)]
assert "other" not in outcomes
assert "P" in outcomes and "runaway" in outcomes

print("FIVE-LEVEL MATRIX")
print("levels h (hartree):", " ".join(f"{v:.2f}" for v in h))
print(f"smallest Hessian eigenvalue at P: {hess_P[0]:.4f} hartree")
print(f"largest Hessian eigenvalue at P: {hess_P[-1]:.4f} hartree")
print(f"commuting projectors examined: {2**n}")
print(f"of these, local minima: {len(minima)}")
print(f"starts with spectrum in (0.25,0.75), all to P: {inside_starts}")
print(f"starts at Frobenius distance 0.33, all to P: {ball_starts}")
print(f"starts with 4 negative eigenvalues, all run away: {negative_starts}")
print(f"wide random starts reaching P: {outcomes.count('P')}")
print(f"wide random starts running away: {outcomes.count('runaway')}")

# ---------- alternating ring ----------
sites, site_energy, hopping, mu = 60, 0.08, 0.10, 0.02
index = np.arange(sites)
separation = abs(index[:, None] - index[None, :])
distance = np.minimum(separation, sites - separation)
H = np.diag(site_energy * (-1.0)**index) - hopping * (distance == 1)
K = H - mu * np.eye(sites)
h, V = np.linalg.eigh(K)
occupied = int(np.sum(h < 0))
P = V[:, :occupied] @ V[:, :occupied].T
absK = V @ np.diag(abs(h)) @ V.T
delta = min(abs(h))
omega_P = omega(P, K)
assert abs(omega_P - np.sum(h[h < 0])) < 1e-11

print("RING")
print(f"sites: {sites}, electrons: {occupied}")
print(f"site energies: +/-{site_energy:.2f} hartree")
print(f"hopping: {-hopping:.2f} hartree, mu: {mu:.2f} hartree")
print(f"gap: {h[occupied] - h[occupied - 1]:.4f} hartree")
print(f"delta = min|h|: {delta:.4f} hartree")
print(f"Omega(P): {omega_P:.8f} hartree")

full = np.ones((sites, sites))
half = 0.5 * np.eye(sites)
X, steps = minimise(half, K, full)
assert norm(X - P) < 1e-7
print(f"iterations without truncation, from X = 1/2: {steps}")
print(f"final Frobenius distance to P: {norm(X - P):.1e}")

# Check the line step against neighbouring points on the line.
S = -gradient(half, K)
t = line_minimum(half, S, K, -S)
assert all(omega(half + t * S, K) < omega(half + f * t * S, K)
           for f in (0.9, 0.99, 1.01, 1.1))

v = V[:, occupied - 1]
level = h[occupied - 1]
print(f"highest occupied level h: {level:.4f} hartree")
print("occupation x of that level; Omega - Omega(P) (hartree)")
for x in (1.0, 0.5, 0.0, -0.5, -1.0, -2.0):
    excess = omega(P + (x - 1) * np.outer(v, v), K) - omega_P
    assert abs(excess - abs(level) * (1 - x)**2 * (1 + 2 * x)) < 1e-11
    print(f"  {x:5.2f}  {excess + 0.0:9.4f}")
w = V[:, occupied]
for x in (-0.5, 0.5, 1.0, 1.5, 2.0):
    excess = omega(P + x * np.outer(w, w), K) - omega_P
    assert abs(excess - h[occupied] * x**2 * (3 - 2 * x)) < 1e-11

for x, expected in ((0.05, "P"), (-0.05, "runaway")):
    X = P + (x - 1) * np.outer(v, v)
    excess = omega(X, K) - omega_P
    result = fate(X, K, P)
    assert excess > 0 and result == expected
    print(f"start x = {x:5.2f}: excess {excess:.5f} hartree, ends: {result}")
G = gradient(X, K)
assert line_minimum(X, -G, K, G) is None

# ---------- spatial truncation ----------
rows, certified = [], []
for R in (1, 2, 4, 6, 8, 10, 12):
    mask = (distance <= R).astype(float)
    P_cut = mask * P
    T = P_cut - P
    X, steps = minimise(half, K, mask)
    X_other, _ = minimise(P_cut, K, mask)
    error = omega(X, K) - omega_P
    assert abs(omega(X_other, K) - omega(X, K)) < 1e-10
    spectrum = np.linalg.eigvalsh(X)
    assert spectrum[0] > -0.5 and spectrum[-1] < 1.5
    D = X - P
    tail2 = norm(T)**2
    lower = max(0.0, 1 - 2 * norm(D, 2)) * delta * tail2
    cut_error = omega(P_cut, K) - omega_P
    upper = (3 + 2 * norm(T, 2)) * np.trace(absK @ T @ T)
    assert 0 < error and lower <= error <= cut_error + 1e-12
    assert cut_error <= upper + 1e-12
    if norm(T) < 1 / 3 and cut_error < delta / 27:
        certified.append(R)
        assert norm(D) < 1 / 3
    shift = np.trace(3 * X @ X - 2 * X @ X @ X) - occupied
    rows.append((R, error, lower, cut_error, upper, tail2, shift,
                 spectrum[0], spectrum[-1], steps))
errors = [r[1] for r in rows]
assert all(a > b for a, b in zip(errors, errors[1:]))

print("TRUNCATION: errors of Omega for the whole ring, hartree")
print("R(sites) minimum    lower      cut P      upper")
for r in rows:
    print(f"{r[0]:3d}     " + " ".join(f"{q:.4e}" for q in r[1:5]))
print("R(sites) tail^2     N shift     min x   max x  iterations")
for r in rows:
    print(f"{r[0]:3d}     {r[5]:.4e} {r[6]: .3e} {r[7]: .4f} {r[8]:.4f} {r[9]}")
print("R with certified minimum (sites):", certified if certified else "none")

kappa = np.arcsinh(site_energy / (2 * hopping))
by_range = {r[0]: r for r in rows}
tail_rate = np.log(by_range[8][5] / by_range[12][5]) / 4
error_rate = np.log(by_range[8][1] / by_range[12][1]) / 4
# The squared tail carries a factor 1/r besides the exponential.
corrected = tail_rate - np.log(13 / 9) / 4
assert abs(corrected / (2 * kappa) - 1) < 0.08
print(f"2 kappa: {2 * kappa:.4f} per site")
print(f"decay rate of tail^2, R = 8 to 12: {tail_rate:.4f} per site")
print(f"same without the 1/r factor: {corrected:.4f} per site")
print(f"decay rate of Omega error, R = 8 to 12: {error_rate:.4f} per site")
print("done: every assertion held")
```

It prints:

```
FIVE-LEVEL MATRIX
levels h (hartree): -0.10 -0.06 0.03 0.07 0.12
smallest Hessian eigenvalue at P: 0.0900 hartree
largest Hessian eigenvalue at P: 0.7200 hartree
commuting projectors examined: 32
of these, local minima: 1
starts with spectrum in (0.25,0.75), all to P: 12
starts at Frobenius distance 0.33, all to P: 10
starts with 4 negative eigenvalues, all run away: 10
wide random starts reaching P: 18
wide random starts running away: 22
RING
sites: 60, electrons: 30
site energies: +/-0.08 hartree
hopping: -0.10 hartree, mu: 0.02 hartree
gap: 0.1600 hartree
delta = min|h|: 0.0600 hartree
Omega(P): -5.26708108 hartree
iterations without truncation, from X = 1/2: 20
final Frobenius distance to P: 1.3e-09
highest occupied level h: -0.1000 hartree
occupation x of that level; Omega - Omega(P) (hartree)
   1.00     0.0000
   0.50     0.0500
   0.00     0.1000
  -0.50     0.0000
  -1.00    -0.4000
  -2.00    -2.7000
start x =  0.05: excess 0.09928 hartree, ends: P
start x = -0.05: excess 0.09923 hartree, ends: runaway
TRUNCATION: errors of Omega for the whole ring, hartree
R(sites) minimum    lower      cut P      upper
  1     2.8907e-01 3.6233e-02 3.3247e-01 4.6292e-01
  2     8.7965e-02 1.9550e-02 1.1519e-01 2.1294e-01
  4     9.2871e-03 2.9773e-03 1.2768e-02 2.3067e-02
  6     1.3051e-03 4.7371e-04 1.8140e-03 3.2617e-03
  8     2.0679e-04 7.9189e-05 2.8774e-04 5.1760e-04
 10     3.4933e-05 1.3683e-05 4.8555e-05 8.7570e-05
 12     6.1410e-06 2.4323e-06 8.5243e-06 1.5412e-05
R(sites) tail^2     N shift     min x   max x  iterations
  1     1.0405e+00  8.506e-02 -0.0683 1.0797 14
  2     4.9025e-01  3.386e-02 -0.0379 1.0324 15
  4     5.7511e-02  3.917e-03 -0.0121 1.0098 19
  6     8.3915e-03  5.445e-04 -0.0053 1.0041 22
  8     1.3517e-03  8.545e-05 -0.0022 1.0016 23
 10     2.3036e-04  1.441e-05 -0.0009 1.0007 23
 12     4.0724e-05  2.536e-06 -0.0005 1.0003 24
R with certified minimum (sites): [6, 8, 10, 12]
2 kappa: 0.7801 per site
decay rate of tail^2, R = 8 to 12: 0.8756 per site
same without the 1/r factor: 0.7836 per site
decay rate of Omega error, R = 8 to 12: 0.8792 per site
done: every assertion held
```
